# The Biersack-Haggmark scattering triangle and its correction length

A boron ion of 10 keV passes a silicon atom at an impact parameter of 0.10 Å and is deflected by $44.1^\circ$ in the centre-of-mass frame. A right triangle built from the closest approach and the curvature of the trajectories gives the same angle, provided that one side includes a correction length of 0.0106 Å. That length is about 3% of the hypotenuse, yet leaving it out changes the predicted angle to $53.0^\circ$. The geometry of the collision explains both why the triangle works and why so short a length matters so much.

Let the ion have mass $m_1$, the target atom mass $m_2$, and $M=m_1+m_2$. The collision is classical, elastic and nonrelativistic, and the target is initially at rest and free. The interaction $V(r)$ is smooth for $r>0$, repulsive, so that $F(r)=-V'(r)>0$, and vanishes at large distance fast enough for the orbits to have straight asymptotes. The Coulomb potential is included. With the relative vector $\mathbf r=\mathbf r_1-\mathbf r_2$ and the centre of mass as origin,

$$\mathbf r_1=\frac{m_2}{M}\mathbf r,\qquad \mathbf r_2=-\frac{m_1}{M}\mathbf r .$$

Both trajectories are therefore scaled copies of the relative orbit, the second one inverted. The relative motion has the reduced mass $\mu=m_1m_2/M$, and if $v$ is the initial speed of the ion and $E=m_1v^2/2$ its laboratory energy, the energy of relative motion is

$$E_c=\tfrac12\mu v^2=\frac{m_2}{M}E .$$

Let the relative particle come in along $+x$ on the line $y=p$, with impact parameter $p>0$. While $y>0$ the repulsive force has a positive $y$ component, so $y$ never falls below $p$ and the final velocity points upward. Its direction is $(\cos\theta,\sin\theta)$ with $0<\theta<\pi$; this $\theta$ is the deflection angle.

Angular momentum conservation reads $r^2\dot\varphi=vp$, where $\varphi$ is the polar angle counted clockwise, the sense in which the particle passes the centre. The angular part of the kinetic energy is then $\mu r^2\dot\varphi^2/2=E_cp^2/r^2$, and energy conservation gives

$$\dot r^2=v^2\left[1-\frac{V(r)}{E_c}-\frac{p^2}{r^2}\right].$$

At the closest approach $r_0$ the radial speed vanishes:

$$1-\frac{V(r_0)}{E_c}-\frac{p^2}{r_0^2}=0. \tag{1}$$

The bracket increases with $r$, because $V$ and $p^2/r^2$ both decrease, so this root is unique.

The direction of closest approach, the apse, follows from symmetry. Reversing time and reflecting the orbit in the apse line reproduces the orbit. If $\mathbf n$ is the unit vector from the scattering centre to the apse, reflection turns a velocity $\mathbf v$ into $2(\mathbf n\cdot\mathbf v)\mathbf n-\mathbf v$, and time reversal changes its sign. Hence

$$\mathbf v_{\rm out}=\mathbf v_{\rm in}-2(\mathbf n\cdot\mathbf v_{\rm in})\mathbf n ,$$

and $\mathbf n$ is parallel or antiparallel to the change of velocity,

$$\mathbf v_{\rm out}-\mathbf v_{\rm in}=v(\cos\theta-1,\ \sin\theta)=2v\sin\frac\theta2\left(-\sin\frac\theta2,\ \cos\frac\theta2\right).$$

Since the apse has $y>0$, the sign is fixed:

$$\mathbf n=\left(-\sin\frac\theta2,\ \cos\frac\theta2\right). \tag{2}$$

The apse line makes the angle $\theta/2$ with the $y$ axis, which is the normal to the incoming asymptotes. This is the angle of the triangle.

At the apse the velocity is perpendicular to $\mathbf n$, and the whole force acts along $+\mathbf n$. With the speed $v_0$ there, the normal acceleration $v_0^2/\rho$ equals $F(r_0)/\mu$. Since $\mu v_0^2/2=E_c-V(r_0)$,

$$\rho=\frac{\mu v_0^2}{F(r_0)}=\frac{2[E_c-V(r_0)]}{-V'(r_0)} . \tag{3}$$

The acceleration points away from the scattering centre, so the centre of curvature of the relative orbit lies beyond the apse, at $(r_0+\rho)\mathbf n$. Scaling gives the centres for the two particles,

$$\mathbf C_1=\frac{m_2}{M}(r_0+\rho)\mathbf n,\qquad \mathbf C_2=-\frac{m_1}{M}(r_0+\rho)\mathbf n ,$$

and the radii $\rho_1=m_2\rho/M$ and $\rho_2=m_1\rho/M$, with $\rho_1+\rho_2=\rho$. The segment from $\mathbf C_2$ to $\mathbf C_1$ runs through both particles at closest approach and has length $\rho_2+r_0+\rho_1=r_0+\rho$. It is the hypotenuse.

The other side is the projection of this segment on the $y$ axis. Particle 1 comes in on the line $y=m_2p/M$ and particle 2 on $y=-m_1p/M$; the lines are a distance $p$ apart. If the orbit were a straight line running tangentially into a circular arc, the distance from $\mathbf C_1$ to its asymptote would be the radius $\rho_1$. A real orbit bends gradually, so write the distance, counted from the asymptote towards the centre of curvature, as $\rho_1+\delta_1$, and likewise $\rho_2+\delta_2$ for particle 2. Going from $\mathbf C_2$ up to its asymptote, across the gap $p$, and up to $\mathbf C_1$ gives

$$(r_0+\rho)\cos\frac\theta2=(\rho_2+\delta_2)+p+(\rho_1+\delta_1).$$

With $\delta=\delta_1+\delta_2$ this is the scattering triangle:

$$\boxed{\cos\frac\theta2=\frac{p+\rho+\delta}{r_0+\rho}} \tag{4}$$

Equation (4) is an identity once $\delta$ has its geometrical value. It becomes an approximation when $\delta$ is dropped or estimated. The radii belong to the centre-of-mass frame: changing to the laboratory frame leaves the accelerations as they are but alters the velocities, and hence the radii of curvature.

For the collision of the opening, take $Z_1=5$, $m_1=11$ u, $Z_2=14$, $m_2=28$ u and the universal screened potential

$$V(r)=\frac{Z_1Z_2e^2}{r}\,\phi\!\left(\frac ra\right),\qquad a=\frac{0.8854\,a_{\rm B}}{Z_1^{0.23}+Z_2^{0.23}},$$

$$\phi(x)=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4029x}+0.02817e^{-0.2016x},$$

where $a_{\rm B}$ is the Bohr radius and $e^2$ stands for $e^2/(4\pi\varepsilon_0)=14.40$ eV Å in SI notation. The factor 0.8854 stands for the Thomas-Fermi constant $(9\pi^2/128)^{1/3}=0.88534$, from which it differs only in the last digit; the exponent 0.23 and the numbers in $\phi$ are fitted, not derived. Here $a=0.1427$ Å and $E_c=10000\times28/39=7179.5$ eV. The root of (1) is $r_0=0.1349$ Å, where $V=3234.2$ eV; as a check, $3234.2/7179.5+(0.1000/0.1349)^2=0.450+0.550=1.000$. The force there is 40062 eV/Å, so

$$\rho=\frac{2(7179.5-3234.2)}{40062}=0.1970\ \text{Å}.$$

With $\delta=0.0106$ Å the sides are $0.1000+0.1970+0.0106=0.3076$ Å and $0.1349+0.1970=0.3319$ Å. Their ratio is 0.927, and $\theta=44.1^\circ$.

The reference value of the angle comes from the orbit equation. Dividing $\dot\varphi$ by $\dot r$ and integrating from the apse outward gives half of the total polar sweep. By (2) the angle between $\mathbf n$ and the incoming side $-x$ is $(\pi-\theta)/2$, so

$$\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E_c-p^2/r^2}} . \tag{5}$$

A separate integration of Newton's equations for both particles gave the same angle. Circles drawn through three neighbouring points of each trajectory had radii 0.1414 and 0.0556 Å, in agreement with $\rho_1$ and $\rho_2$, and their centres gave $\delta=0.0106$ Å.

The sensitivity to $\delta$ follows from subtracting (4) from one:

$$2\sin^2\frac\theta4=1-\cos\frac\theta2=\frac{r_0-p-\delta}{r_0+\rho}. \tag{6}$$

The deflection depends on the difference between the two sides, which in this collision is small compared with either of them. Here $r_0-p=0.0349$ Å, and $\delta$ removes 30% of it. Without $\delta$ the right side of (6) is larger by the factor $0.0349/0.0243=1.44$, and the angle by roughly its square root, 1.20. That is the step from $44.1^\circ$ to $53.0^\circ$. Since $\theta>0$, equation (6) also shows that $\delta<r_0-p$.

The correction can be written as an integral over the bend. Follow the outgoing half of the relative orbit; by symmetry its asymptote is as far from the centre of curvature $\mathbf C$ as the incoming one. Let $s$ be the path length from the apse, $u$ the angle through which the velocity has turned since then, and $\mathbf t$ the direction of motion at the apse. The direction of motion is $\cos u\,\mathbf t+\sin u\,\mathbf n$, and $u$ runs from 0 to $\theta/2$. The unit normal to the outgoing asymptote on the side of $\mathbf C$ is $\mathbf m=-\sin(\theta/2)\,\mathbf t+\cos(\theta/2)\,\mathbf n$. For a point $\mathbf x(s)$ of the orbit,

$$\frac{d}{ds}\,\mathbf m\cdot(\mathbf C-\mathbf x)=\sin\frac\theta2\cos u-\cos\frac\theta2\sin u=\sin\left(\frac\theta2-u\right).$$

At the apse $\mathbf C-\mathbf x=\rho\,\mathbf n$, so the product starts at $\rho\cos(\theta/2)$. Far away it becomes the distance from $\mathbf C$ to the asymptote, $\rho+\delta$. Let $\rho_{\rm loc}(u)$ be the local radius of curvature, with $\rho_{\rm loc}(0)=\rho$ and $ds=\rho_{\rm loc}\,du$. Then

$$\rho+\delta=\rho\cos\frac\theta2+\int_0^{\theta/2}\sin\left(\frac\theta2-u\right)\rho_{\rm loc}(u)\,du .$$

Because $\int_0^{\theta/2}\sin(\theta/2-u)\,du=1-\cos(\theta/2)$, the terms in $\rho$ can be moved under the integral:

$$\delta=\int_0^{\theta/2}\sin\left(\frac\theta2-u\right)\left[\rho_{\rm loc}(u)-\rho\right]du . \tag{7}$$

The correction length measures how much the orbit straightens away from the apse. Evaluated along the computed trajectory, (7) again gives 0.0106 Å.

Its sign depends on the force law. If $\chi$ is the angle between velocity and radius, and $w=v\sqrt{1-V/E_c}$ the local speed, angular momentum conservation gives $\sin\chi=vp/(rw)$. The normal force is $F\sin\chi$, so the local curvature is

$$\kappa=\frac1{\rho_{\rm loc}}=\frac{F\sin\chi}{\mu w^2}=\frac{F(r)\,p}{2E_c\,r\,[1-V(r)/E_c]^{3/2}} . \tag{8}$$

Moving outward, $V$ falls and the bracket grows. If $F/r$ does not increase with $r$, then $\kappa$ decreases, $\rho_{\rm loc}>\rho$ beyond the apse, and $\delta>0$. The universal potential meets this condition, since

$$\frac Fr=Z_1Z_2e^2\left[\frac{\phi(r/a)}{r^3}+\frac{|\phi'(r/a)|}{a\,r^2}\right]$$

and $\phi$ and $|\phi'|$ are sums of decaying exponentials. A soft core can violate it. For $V/E_c=0.1\,e^{-r^4}$, with $r$ in units of the range, $F/r$ rises from zero at the centre. An orbit with $p=0.2$ then has $\delta=-0.039$ in the same units. The triangle still holds, but a positive correction would have the wrong sign.

For the Coulomb potential $V=K/r$, with $K=Z_1Z_2e^2$, every side can be found in closed form. Define $b=K/(2E_c)$ and $s=\sqrt{p^2+b^2}$, where $s$ no longer denotes path length. Equation (1) becomes $r_0^2-2br_0-p^2=0$, with the positive root $r_0=b+s$. From (3),

$$\rho=\frac{2(E_c-K/r_0)\,r_0^2}{K}=\frac{r_0^2-2br_0}{b}=\frac{p^2}{b}.$$

The angle follows from the momentum transferred along $\mathbf n$. With $\varphi$ measured from the apse and $dt=r^2d\varphi/(vp)$,

$$2\mu v\sin\frac\theta2=\int\frac{K}{r^2}\cos\varphi\,dt=\frac{K}{vp}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\varphi\,d\varphi=\frac{2K}{vp}\cos\frac\theta2 .$$

Since $\mu v^2=2E_c$, this gives $\tan(\theta/2)=b/p$ and $\cos(\theta/2)=p/s$. Solving (4) for $\delta$ and using $b+p^2/b=s^2/b$,

$$\delta=\left(s+\frac{s^2}{b}\right)\frac ps-p-\frac{p^2}{b}=\frac{p(s-p)}{b}=\frac{pb}{s+p}, \tag{9}$$

where the last step uses $s^2-p^2=b^2$. In a nearly head-on collision, $p\ll b$, the correction tends to $p$ and vanishes with it. In a glancing one, $p\gg b$, it tends to $b/2$ while $r_0-p$ tends to $b$. In the numerator of (6), $\delta$ then cancels half of $r_0-p$. Since $2\sin^2(\theta/4)\approx\theta^2/8$, dropping $\delta$ makes the angle too large by $\sqrt2$, however weak the collision. At $p=200\,b$ the computed ratio is 1.41.

A steeper potential changes the fraction. Take $V=C/r^3$ in the glancing limit. Equation (1) gives $r_0-p\approx pV(p)/(2E_c)$ and (3) gives $\rho\approx 2E_cp/[3V(p)]$, much longer than $r_0$. The deflection is the transverse impulse along the straight path divided by the momentum:

$$\theta\approx\frac1{2E_c}\int_{-\infty}^{\infty}\frac{3Cp\,dx}{(x^2+p^2)^{5/2}}=\frac{3Cp}{2E_c}\,\frac{4}{3p^4}=\frac{2V(p)}{E_c}.$$

By (6), $r_0-p-\delta\approx\rho\,\theta^2/8=pV(p)/(3E_c)$, two thirds of $r_0-p$. The correction takes one third, and neglecting it raises the angle by $\sqrt{3/2}\approx1.22$. The boron collision at $p=0.40$ Å lies close to this: $\delta/(r_0-p)=0.0031/0.0098=0.32$, and the angle without correction is $6.03^\circ$ instead of $4.98^\circ$, a ratio of 1.21. A screened potential is not a power law, so the comparison is only a guide to size. The local exponent $-d\ln V/d\ln r$ at $r_0$ is about 2.5 here, for which a pure power law would give 0.355 in the glancing limit, and the fraction is also 0.30 and 0.32 at $p=0.10$ and 0.20 Å, where the exponent is 1.7 and 2.0.

In a Monte Carlo calculation the triangle replaces the integral (5) by one root search and some algebra, if $\delta$ can be estimated without knowing $\theta$. The Coulomb result suggests a form. With $A=p/b$, define

$$G=\frac1{\sqrt{1+A^2}-A}=\sqrt{1+A^2}+A=\frac{s+p}{b}.$$

Then, since $r_0-p=b+s-p$,

$$\frac{A(r_0-p)}{1+G}=\frac{p(b+s-p)}{b+s+p}=\frac{p(s-p)}b=\delta .$$

The middle equality holds because $(s-p)(b+s+p)=b(s-p)+b^2=b(b+s-p)$. In the reduced variables $B=p/a$, $R_0=r_0/a$ and $\varepsilon=aE_c/(Z_1Z_2e^2)$ one has $a/b=2\varepsilon$, so $A=2\varepsilon B$. The Biersack-Haggmark correction keeps this structure and adjusts it for screening:

$$\frac\delta a\approx\frac{A(R_0-B)}{1+G},\qquad A=2\alpha\varepsilon B^\beta,\qquad G=\frac{\gamma}{\sqrt{1+A^2}-A}, \tag{10}$$

$$\alpha=1+\frac{C_1}{\sqrt\varepsilon},\qquad \beta=\frac{C_2+\sqrt\varepsilon}{C_3+\sqrt\varepsilon},\qquad \gamma=\frac{C_5+\varepsilon}{C_4+\varepsilon}.$$

For the universal potential $C_1=0.99229$, $C_2=0.011615$, $C_3=0.0071222$, $C_4=9.3066$ and $C_5=14.813$. These numbers are fitted, not derived. As $\varepsilon\to\infty$, $\alpha$, $\beta$ and $\gamma$ tend to one and the Coulomb form returns. This does not make the fit exact, because at fixed $B$ the orbit still samples the screened potential. For $B=0.3$, 1 and 3 the true $\delta/(r_0-p)$ settles at 0.42, 0.37 and 0.32, while (10) tends to $1/2$, and the small fitted angle is then 7, 11 and 14% too low.

In the example $\varepsilon=0.14272\times7179.5/(70\times14.40)=1.017$ and $B=0.701$, which give $A\approx2.82$ and $G\approx8.9$. With $R_0-B=0.245$, equation (10) yields $\delta\approx0.0099$ Å, about 7% below the exact correction, and $\theta=44.7^\circ$. The error in the angle is $0.6^\circ$, against $8.9^\circ$ without $\delta$. In a survey of sixteen collisions, with $\varepsilon$ from 0.01 to 10 and $p/a$ from 0.1 to 3, the largest error was $1.6^\circ$ with the fitted correction and $13.9^\circ$ without any. These are the largest values found at the sampled points, not bounds; a finer grid over the same range gives $2.0^\circ$ and $15.7^\circ$. In relative terms the fitted angle is off by up to 5%, at $\varepsilon=10$ and $p/a=3$.

The angle fixes the energy given to the target. In the centre-of-mass frame the target moves with speed $m_1v/M$ before and after, and its velocity turns by $\theta$, so the change has magnitude $2(m_1v/M)\sin(\theta/2)$. In the laboratory it started from rest, and its recoil energy is

$$T=\frac{m_2}2\left(\frac{2m_1v}{M}\sin\frac\theta2\right)^2=\frac{4m_1m_2}{M^2}\,E\sin^2\frac\theta2 .$$

Here $T=0.810\times10000\times0.1409=1141$ eV, or $1.83\times10^{-16}$ J. With $\delta=0$ it would be overestimated by 41%, with the fitted correction by about 3%. Adding the centre-of-mass velocity $m_1v/M$ to the ion's final velocity, of magnitude $m_2v/M$, gives its laboratory angle,

$$\tan\psi=\frac{\sin\theta}{\cos\theta+m_1/m_2},$$

which is $\psi=32.1^\circ$. These values describe one elastic encounter in the chosen potential; electronic energy loss, the binding of the target atom and the influence of its neighbours are left out. The numerical output lists $r_0$, $\rho$, $\delta$ and the angles for five impact parameters.

## Computed results

```
ion Z1 = 5, m1 = 11 u; target Z2 = 14, m2 = 28 u
laboratory energy E = 10000 eV
centre-of-mass energy Ec = 7179.5 eV
e^2 = 14.3996 eV angstrom
screening length a = 0.14272 angstrom
reduced energy eps = 1.0166
impact parameter p = 0.1000 angstrom, p/a = 0.7007
V(r0) = 3234.2 eV
-V'(r0) = 40062 eV/angstrom
closest approach r0 = 0.13490 angstrom
curvature radius sum rho = 0.19696 angstrom
rho1, rho2 = 0.14141, 0.05555 angstrom
rho1, rho2 from circles = 0.14142, 0.05556 angstrom
delta from scattering integral = 0.010629 angstrom
delta from curvature integral = 0.010629 angstrom
delta from circles = 0.010628 angstrom
delta fitted = 0.009930 angstrom
triangle leg p+rho+delta = 0.30759 angstrom
triangle hypotenuse r0+rho = 0.33186 angstrom
cos(theta/2) = 0.926868
theta from scattering integral = 44.0964 deg
theta from Newtonian motion = 44.0964 deg
laboratory angle psi = 32.060 deg
recoil energy T = 1141.4 eV = 1.8287e-16 J
table: p, r0, rho, delta (angstrom); theta exact, delta=0, fit (deg)
0.02 0.08420 0.00682 0.00897  133.691 145.729 132.354
0.05 0.09867 0.04441 0.01195  83.955 97.423 84.145
0.10 0.13490 0.19696 0.01063  44.096 53.024 44.735
0.20 0.22140 1.00083 0.00691  17.659 21.473 17.880
0.40 0.40980 6.67550 0.00311  4.982 6.029 4.985
fit constants C1..C5 (dimensionless): 0.99229 0.011615 0.0071222 9.3066 14.813
largest angle error for p/a = 0.1, 0.3, 1, 3: eps, delta=0, fit (deg)
0.01 8.82 0.92
0.10 10.90 1.59
1.00 13.87 1.48
10.00 12.45 1.02
Coulomb, p = 200 b: theta(delta=0)/theta = 1.4125
V/Ec = 0.1 exp(-r^4), p = 0.2: delta = -0.03857 (range units)
```
